# Buckling of a Clamped Film above a Straight Debond, part 2

A uniform, isotropic, linearly elastic film (thickness $h$, Young modulus $E$, Poisson ratio $\nu$) has come loose from a rigid substrate over a long strip of width $w$. It is clamped at $x=\pm w/2$; $y$ runs along the strip, $z$ through the film from $-h/2$ to $h/2$. The compression is $\sigma$ across the strip and $r\sigma$ along it. Contact is at first ignored. Numerical values are in eV and angstrom.

**Lemma 1.** The bending energy per area is $\tfrac12D f''^2$, with
$$
D=\frac{\bar E h^3}{12},\qquad \bar E=\frac{E}{1-\nu^2}.
$$
Its proof uses $\sigma_{yy}=\nu\sigma_{xx}$ when $\varepsilon_{yy}=0$.

**Lemma 2.** For deflection $f(x)$ and in-plane displacement $u(x)$, the energy change per length is
$$
U=\frac D2\int f''^2dx-\frac{\sigma h}{2}\int f'^2dx
+\frac{\bar Eh}{2}\int e^2dx,
\qquad e=u'+\tfrac12f'^2 .
$$

**Lemma 3.** If $f$ and $f'$ vanish at $x=\pm w/2$, then
$$
\int f''^2dx\ \ge\ \frac{4\pi^2}{w^2}\int f'^2dx ,
$$
with equality for $f=\tfrac A2\,[1+\cos(2\pi x/w)]$, of height $A$.

**Theorem.** (a), already proved: for deflections uniform along the strip, the threshold is
$$
\sigma_c=\frac{\pi^2E}{3(1-\nu^2)}\left(\frac hw\right)^2
$$
(b) when deflections may also vary along the strip, this remains the threshold for $r\le 2/3$, and the threshold is lower for $r>2/3$;

(c) for $r=1$ it is $c\,\sigma_c$, with
$$
c=\frac{\kappa^2+\eta^2}{\pi^2},\qquad
\kappa\tanh\kappa=1,\qquad \eta\tan\eta=-1,
$$
where $\kappa>0$ and $\pi/2<\eta<\pi$.

Now $a=w/2$, $X=x/a$, $Y=y/a$, a prime means $d/dX$, and integrals over $X$ run from $-1$ to $1$. The scaled load is
$$
\Lambda=\frac{\sigma ha^2}{D},
$$
so $\sigma=\sigma_c$ corresponds to $\Lambda=\pi^2$.

**Lemma 4**, proved next: for $W=f(X)\cos\kappa Y$, where $f$ and $f'$ vanish at $X=\pm1$, the quadratic energy is proportional to $\mathcal N-\Lambda\mathcal B$, with
$$
\mathcal N=\int\left(f''^2+2\kappa^2f'^2+\kappa^4f^2\right)dX,\qquad
\mathcal B=\int\left(f'^2+r\kappa^2f^2\right)dX .
$$

The example film has $E=0.5\ \mathrm{eV/Å^3}$, $\nu=0.25$, $h=2000\ \mathrm{Å}$, $w=100000\ \mathrm{Å}$ and $\sigma_c=7.02\times10^{-4}\ \mathrm{eV/Å^3}$. The computed results also use $q^2=\sigma h/D$, and compare the plate formula with a plane-strain continuum whose moduli are constant for the Green–Lagrange strain.

**Proof.** With $\sigma_{zz}=0$, Hooke's law for the stress changes reads

$$
\sigma_{xx}=\bar E(\varepsilon_{xx}+\nu\varepsilon_{yy}),\quad
\sigma_{yy}=\bar E(\varepsilon_{yy}+\nu\varepsilon_{xx}),\quad
\sigma_{xy}=\bar E(1-\nu)\varepsilon_{xy}.
$$

Half the sum of stress times strain, with the shear term counted twice, is

$$
\frac{\bar E}{2}\left[(\varepsilon_{xx}+\varepsilon_{yy})^2
-2(1-\nu)(\varepsilon_{xx}\varepsilon_{yy}-\varepsilon_{xy}^2)\right].
$$

The bending strains are $-z$ times the second derivatives of the deflection. Integration over $z$ again produces $h^3/12$. In scaled coordinates, and up to a common factor, the bending energy is the integral of

$$
(W_{XX}+W_{YY})^2-2(1-\nu)(W_{XX}W_{YY}-W_{XY}^2).
$$

Averaged over $Y$, $\cos^2\kappa Y$ and $\sin^2\kappa Y$ both give $1/2$. The second bracket becomes

$$
-\frac{\kappa^2}{2}\left(ff''+f'^2\right)=-\frac{\kappa^2}{2}(ff')' ,
$$

which integrates to zero because $f$ vanishes at the edges. The first term gives half of

$$
\int(f''-\kappa^2f)^2dX
=\int\left(f''^2-2\kappa^2ff''+\kappa^4f^2\right)dX=\mathcal N,
$$

where the middle term was integrated by parts, $-\int ff''dX=\int f'^2dX$.

The compression relieved by the slopes is proportional to $W_X^2+rW_Y^2$, whose average gives half of $\mathcal B$. Terms linear in the in-plane displacements vanish: across the strip because the edges are fixed, along it because the displacements are periodic. The membrane energy quadratic in the added strain is positive and of fourth order in $W$, as in Lemma 2, once the in-plane displacements are chosen of second order. Restoring the lengths turns the ratio of load to rigidity into $\Lambda$. $\square$

Different wavenumbers do not mix in the quadratic energy, so each $\kappa$ may be treated separately. Its threshold $\Lambda(\kappa)$ is the smallest value of $\mathcal N/\mathcal B$ among shapes with $\mathcal B>0$. Shapes with $\mathcal B\le0$, possible under tension along the strip, release no energy and cannot buckle the film.

### Lemma 5: the straight mode comes first for $r\le2/3$

**Statement.** If $r\le2/3$, then $\mathcal N\ge\pi^2\mathcal B$ for every clamped shape and every $\kappa$.

**Proof.** Lowering $r$ lowers $\mathcal B$, so it is enough to take $r=2/3$. The case $\kappa=0$ is Lemma 3 in scaled form. For $\kappa>0$, let $s=\kappa^2/\pi^2$. Even and odd parts of $f$ can be treated separately, because the integral of an even function times an odd one vanishes.

For an even shape, write

$$
f=\alpha_0+\sum_{n\ge1}(-1)^{n+1}\alpha_n\cos n\pi X .
$$

At the edge $\cos n\pi=(-1)^n$, so $f(1)=0$ gives $\alpha_0=\sum_{n\ge1}\alpha_n$. The edge conditions let $f$ and $f'$ continue periodically without jumps, so the series may be differentiated for the integrals:

$$
\int f^2=2\alpha_0^2+\sum\alpha_n^2,\quad
\int f'^2=\pi^2\sum n^2\alpha_n^2,\quad
\int f''^2=\pi^4\sum n^4\alpha_n^2 .
$$

Substitution into $\mathcal N-\pi^2\mathcal B$ and division by $\pi^4$ give

$$
\frac{\mathcal N-\pi^2\mathcal B}{\pi^4}
=\sum_{n\ge1}c_n\alpha_n^2-2s\left(\tfrac23-s\right)\alpha_0^2,
$$

$$
c_n=n^4-n^2+2sn^2+s^2-\tfrac23s .
$$

All $c_n$ are positive, since $2sn^2>\tfrac23s$. If $s\ge2/3$, the term in $\alpha_0^2$ is not negative and the claim holds. If $s<2/3$, the Cauchy–Schwarz inequality gives

$$
\alpha_0^2=\left(\sum\frac{1}{\sqrt{c_n}}\sqrt{c_n}\,\alpha_n\right)^2
\le\left(\sum\frac1{c_n}\right)\left(\sum c_n\alpha_n^2\right).
$$

It remains to show that $2s(2/3-s)\sum1/c_n\le1$. The first term has $c_1=\tfrac43s+s^2$ and contributes

$$
\frac{2s(2/3-s)}{s(4/3+s)}=\frac{4/3-2s}{4/3+s}
=1-\frac{3s}{4/3+s}\le1-\frac{3s}{2},
$$

because $4/3+s\le2$. For $n\ge2$, $c_n\ge n^2(n^2-1)\ge4(n^2-1)$, and

$$
\sum_{n\ge2}\frac1{n^2-1}
=\frac12\sum_{n\ge2}\left(\frac1{n-1}-\frac1{n+1}\right)
=\frac12\left(1+\frac12\right)=\frac34 .
$$

These terms contribute at most $(4s/3)(3/16)=s/4$. The total is at most $1-3s/2+s/4<1$.

For an odd shape, $f=\sum b_n\sin n\pi X$ has no constant term. The same substitution gives $\pi^4\sum c_nb_n^2\ge0$. $\square$

### Lemma 6: a varying mode comes first for $r>2/3$

**Statement.** If $r>2/3$, some $\kappa>0$ has $\Lambda(\kappa)<\pi^2$.

**Proof.** Insert $f_0=1+\cos\pi X$. Its integrals are $\int f_0^2=3$, $\int f_0'^2=\pi^2$ and $\int f_0''^2=\pi^4$, so

$$
\frac{\mathcal N}{\mathcal B}-\pi^2
=\frac{\pi^4+2\pi^2\kappa^2+3\kappa^4}{\pi^2+3r\kappa^2}-\pi^2
=\frac{\pi^2(2-3r)\kappa^2+3\kappa^4}{\pi^2+3r\kappa^2}.
$$

For $r>2/3$ this is negative at small $\kappa$. The least ratio cannot exceed the ratio for a particular shape. $\square$

Lemmas 5 and 6 prove part (b) of the theorem.

The competition has a direct reading. Variation along the strip costs extra bending, represented by the $2$ in $2-3r$, and relieves the compression along the strip, represented by the $3r$. For small $\kappa$, the true minimizing shape differs from $f_0$ by order $\kappa^2$. Since the ratio is stationary at $f_0$ for $\kappa=0$, this changes the load by order $\kappa^4$, and

$$
\Lambda(\kappa)=\pi^2+(2-3r)\kappa^2+O(\kappa^4).
$$

A polynomial calculation, which kept the Gaussian-curvature term of Lemma 4, tested this slope at $\kappa=0.05$. For $r=0$, $0.5$ and $1$ it gave $2.001$, $0.501$ and $-0.999$, against $2$, $0.5$ and $-1$. A scan over $0.05\le\kappa\le6$ found no load below $\pi^2$ for $r=0.25$, $0.5$ and $0.66$. For $r=0.70$ the lowest load was $0.9991\,\pi^2$, so just beyond the limit the reduction is slight.

### Lemma 7: equal compression in both directions

**Statement.** For $r=1$, the minimum of $\Lambda(\kappa)$ is $\kappa^2+\eta^2$, where $\kappa\tanh\kappa=1$ and $\eta\tan\eta=-1$ with $\pi/2<\eta<\pi$.

**Proof.** First, $\Lambda>\kappa^2$ for $\kappa>0$, because

$$
\mathcal N-\kappa^2\mathcal B=\int\left(f''^2+\kappa^2f'^2\right)dX>0 .
$$

One may therefore set $\Lambda=\kappa^2+\eta^2$ with $\eta>0$. Varying $f$ in $\mathcal N-\Lambda\mathcal B$ gives

$$
f''''-2\kappa^2f''+\kappa^4f+\Lambda(f''-\kappa^2f)=0 ,
$$

which factors into

$$
\left(\frac{d^2}{dX^2}-\kappa^2\right)\left(\frac{d^2}{dX^2}+\eta^2\right)f=0 .
$$

Even solutions are $f=P\cosh\kappa X+Q\cos\eta X$. The edge conditions are

$$
P\cosh\kappa+Q\cos\eta=0,\qquad
P\kappa\sinh\kappa-Q\eta\sin\eta=0 .
$$

A nonzero solution requires the determinant to vanish:

$$
\eta\cosh\kappa\sin\eta+\kappa\sinh\kappa\cos\eta=0 .
$$

Here $\cos\eta$ cannot be zero, since the first term would then remain. Division by $\cosh\kappa\cos\eta$ gives

$$
\kappa\tanh\kappa+\eta\tan\eta=0 .
$$

There is no root with $0<\eta<\pi/2$, where both terms are positive. Between $\pi/2$ and $\pi$, $\eta\tan\eta$ rises from $-\infty$ to zero, with derivative

$$
v\equiv\tan\eta+\frac{\eta}{\cos^2\eta}
=\frac{\eta+\frac12\sin2\eta}{\cos^2\eta}>0 .
$$

There is thus one root in this interval for each $\kappa>0$.

Odd solutions combine $\sinh\kappa X$ and $\sin\eta X$. The same two edge conditions give

$$
\eta\sinh\kappa\cos\eta=\kappa\cosh\kappa\sin\eta .
$$

At $\eta=\pi$ the right side vanishes and the left does not. For $0<\eta<\pi$ the equation becomes $\eta\cot\eta=\kappa\coth\kappa$, which is impossible because the left side is below one and the right side above one. Odd modes therefore have $\eta>\pi$ and lie above the even mode at the same $\kappa$.

Now minimize along the even branch. Let $T=\kappa\tanh\kappa=-\eta\tan\eta$, and let $p=dT/d\kappa=\tanh\kappa+\kappa\,\mathrm{sech}^2\kappa$. Differentiating the edge condition gives $p+v\,d\eta/d\kappa=0$, hence

$$
\frac{d\Lambda}{d\kappa}=2\kappa+2\eta\frac{d\eta}{d\kappa}
=2\kappa-\frac{2\eta p}{v}
=\frac{2\kappa\eta}{v}\left(\frac v\eta-\frac p\kappa\right).
$$

With $\tanh\kappa=T/\kappa$, $\tan\eta=-T/\eta$, $\mathrm{sech}^2\kappa=1-\tanh^2\kappa$ and $1/\cos^2\eta=1+\tan^2\eta$,

$$
\frac p\kappa=\frac T{\kappa^2}+1-\frac{T^2}{\kappa^2},\qquad
\frac v\eta=-\frac T{\eta^2}+1+\frac{T^2}{\eta^2}.
$$

Subtraction gives

$$
\frac{d\Lambda}{d\kappa}
=-\frac{2\kappa\eta}{v}\,T(1-T)\left(\frac1{\kappa^2}+\frac1{\eta^2}\right).
$$

The load falls while $T<1$ and rises when $T>1$. Since $T$ increases with $\kappa$, the minimum is at $T=1$. $\square$

Division of the minimum by $\pi^2$ proves part (c). The numerical roots are $\kappa=1.200$ and $\eta=2.798$, so

$$
\Lambda_{\min}=1.200^2+2.798^2=9.27,\qquad
c=\frac{9.27}{\pi^2}=0.939 .
$$

The threshold is about $6\%$ below $\sigma_c$. Since $c$ is a pure number, the law $(h/w)^2$ survives, with another coefficient. One wavelength satisfies $\kappa Y=2\pi$, so its length along the strip is $2\pi a/\kappa=\pi w/\kappa=2.62\,w$.

### The effect of the substrate underneath

The mode $f(X)\cos\kappa Y$ moves downward over half of each wavelength. It needs a gap below the film. If the film initially touches the substrate, allowed deflections must satisfy $W\ge0$, and the value $c\,\sigma_c$ becomes a lower bound.

The straight formula still overestimates the threshold at $r=1$. Consider the bulging shape

$$
W=(1+\cos\pi X)(1+\cos\kappa Y)\ge0 .
$$

Its uniform and varying parts do not mix in the average over $Y$, and the varying part has weight $1/2$. Using the integrals of Lemma 6 with $r=1$, the load ratio exceeds $\pi^2$ by

$$
\frac{\frac12(3\kappa^4-\pi^2\kappa^2)}
{\pi^2+\frac12(\pi^2+3\kappa^2)}
=\frac{3\kappa^4-\pi^2\kappa^2}{3\pi^2+3\kappa^2}.
$$

For $\kappa^2=\pi^2/6$, the numerator is $-\pi^4/12$ and the denominator $7\pi^2/2$, so the difference is $-\pi^2/42$. The threshold $\sigma_{\rm touch}$ for a film resting on the substrate therefore obeys

$$
c\,\sigma_c\le\sigma_{\rm touch}\le\frac{41}{42}\,\sigma_c
\qquad(r=1).
$$

For general $r>2/3$, the same shape has a numerator proportional to $\pi^2(2-3r)\kappa^2+3\kappa^4$, which is negative at small $\kappa$. The limit $r=2/3$ thus holds with contact as well.

### Which stress state applies

If the substrate is squeezed across the strip and held fixed along it, the attached film has $\varepsilon_{yy}=0$. Hooke's law then gives $\sigma_{yy}=\nu\sigma_{xx}$, as in Lemma 1, so $r=\nu$. Since $\nu\le1/2$ for a stable isotropic solid, part (b) applies and $\sigma_c$ is the threshold.

A temperature change can produce a different stress state. If film and substrate are isotropic and expand by different amounts, the film is strained equally in both directions. On a substrate much thicker than the film, as assumed here, the film takes up nearly the whole mismatch. With compressive strain $\varepsilon$ and equal compression $\sigma$,

$$
\varepsilon=\frac{\sigma-\nu\sigma}{E}
\quad\Rightarrow\quad
\sigma=\frac{E\varepsilon}{1-\nu},\qquad r=1 .
$$

Let $\Delta\alpha$ be the magnitude of the expansion mismatch, and let the temperature change by $\Delta T$ in the direction that compresses the film. With $\varepsilon=\Delta\alpha\,\Delta T$, the threshold over a gap is reached at

$$
\Delta T=\frac{(1-\nu)\,c\,\sigma_c}{E\,\Delta\alpha}.
$$

For the film of the first half, with $\Delta\alpha=10^{-5}\ \mathrm{K^{-1}}$,

$$
c\,\sigma_c=0.939\times7.02\times10^{-4}\ \mathrm{eV/Å^3}
=6.59\times10^{-4}\ \mathrm{eV/Å^3},
$$

or about $106\ \mathrm{MPa}$. The mismatch strain is $6.59\times10^{-4}\times0.75/0.5=9.89\times10^{-4}$, and $\Delta T$ is about $99\ \mathrm K$. The wavelength is $2.62\times10^5\ \mathrm{Å}$. These values presume a film free of stress before the temperature change and elastic constants that do not vary with temperature. The numerical output lists them with more digits.

### Where the result fails

**Short debonds.** A debond of finite length that fits inside the strip has a threshold at least as high. Any deflection clamped around its boundary can be continued by zero over the rest of the strip, so it was already among the competitors. The strip formula is then a safe estimate for $r\le2/3$.

**Yielding supports.** If the substrate can deform, the clamped buckle with an undeformed substrate remains one possible motion. Further freedom can lower the threshold but not raise it, provided that stress already present in the substrate is neglected.

**Films that are not flat.** Suppose that $r\le2/3$ and that the unloaded film already has the critical shape with a small height $\delta$. Bending energy is paid on the change $A-\delta$, while compression acts on the full height $A$. The quadratic energy is proportional to $\sigma_c(A-\delta)^2-\sigma A^2$, up to a constant. Its stationary point is

$$
\sigma_c(A-\delta)=\sigma A
\quad\Rightarrow\quad
A=\frac{\delta}{1-\sigma/\sigma_c}.
$$

The film rises gradually instead of at a sharp threshold. The expression neglects stretching. For $\sigma<\sigma_c$ this is justified while $A^2$ is small compared with $h^2(1-\sigma/\sigma_c)$, a condition that becomes stricter as the threshold is approached. Nearer to $\sigma_c$, the stretching term of Lemma 2 limits the growth.

**Narrow debonds.** As $w$ shrinks toward $h$, the ratio $\sigma_c/\bar E=\pi^2h^2/(3w^2)$, which sets the size of the strain, becomes of order one. Linear elasticity and the plate model both fail before that point. The continuum values in the first half show a departure from the plate formula of about $3\%$ at $h/w=0.05$ for the elastic law used there; another strain measure shifts this figure by an amount of comparable size.

## Computed results

```
MODEL FILM
Young modulus E = 0.500 eV/angstrom^3
Poisson ratio nu = 0.25 (no unit)
thickness h = 2000 angstrom
debond width w = 100000 angstrom
thickness/width = 0.0200 (no unit)
plane-strain modulus = 0.53333 eV/angstrom^3
bending rigidity D = 3.55556e+08 eV
STRAIGHT BUCKLING
critical stress = 7.01839e-04 eV/angstrom^3
critical stress converted = 112.45 MPa
critical strain across = 1.31595e-03 (no unit)
chosen transverse stress = 0.0010 eV/angstrom^3
critical width at that stress = 83776 angstrom
first odd-mode root qw/2 = 4.49341 (no unit)
odd/even threshold = 2.0457 (no unit)
CONTINUUM STRESS / PLATE FORMULA
h/w = 0.05: ratio = 0.96925 (no unit)
h/w = 0.02: ratio = 0.99546 (no unit)
h/w = 0.01: ratio = 0.99930 (no unit)
thickness exponent, h/w 0.01 to 0.02 = 1.9944 (no unit)
STRESS ALONG THE DEBOND
r = 0.00: slope in kappa^2 = 2.0008 (no unit)
r = 0.50: slope in kappa^2 = 0.5005 (no unit)
r = 1.00: slope in kappa^2 = -0.9986 (no unit)
r = 0.25: lowest scanned Lambda/pi^2 = 1.000317 (no unit)
r = 0.50: lowest scanned Lambda/pi^2 = 1.000127 (no unit)
r = 0.66: lowest scanned Lambda/pi^2 = 1.000005 (no unit)
r = 0.70: lowest scanned Lambda/pi^2 = 0.999145 (no unit)
scan kappa range = 0.05 to 6.00 (no unit)
EQUAL BIAXIAL COMPRESSION
kappa at minimum = 1.1997 (no unit)
eta at minimum = 2.7984 (no unit)
Lambda at minimum = 9.27019 (no unit)
factor c = 0.93927 (no unit)
wavelength/width = 2.6187 (no unit)
wavelength = 261870 angstrom
biaxial threshold = 6.59214e-04 eV/angstrom^3
biaxial threshold converted = 105.62 MPa
critical mismatch strain = 9.88821e-04 (no unit)
expansion mismatch = 1.0e-05 1/K
critical temperature change = 98.88 K
```
